\section*{Net interstitial excess from the forward displacement of recoils, part 1}

(Sections cited here and not found follow in the second part.)

\section{The landing law and the excess inside the solid}

\textbf{Q.} A fast ion entering a crystal knocks atoms out of their sites. Each knocked-out atom leaves one vacancy and becomes one interstitial. The two numbers are equal, so how can there be an excess of either?

\textbf{A.} The totals are equal, but the depth distributions need not be. Let $x$ be the depth, positive into the solid. Let $V(x)\,dx$ be the mean number of vacancies that one ion creates between $x$ and $x+dx$, and let $I(x)\,dx$ be the same quantity for the interstitials made from recoiling atoms. Both are averages over many ions and over the directions parallel to the surface. The function $V$ is also the Frenkel-pair profile, if each pair is booked at the depth of its vacancy. The quantity in question is the local difference $I(x)-V(x)$. The implanted ion is left out of $I$ for the present, because it is an additional atom and has no vacancy of its own.

\textbf{Q.} In a cascade an atom may push a neighbour out and settle in the neighbour's site. Which interstitial then belongs to which vacancy?

\textbf{A.} The question need not be settled. Only the final empty sites and the final interstitial positions enter $V$ and $I$. Pair them in any way, and let $s$ be the depth of an interstitial minus the depth of its partner vacancy. The sum of $s$ over all pairs is the sum of all interstitial depths minus the sum of all vacancy depths, and neither sum refers to the pairing. The mean of $s$ over all pairs is therefore independent of it. The spread of $s$ does depend on the pairing, and one that keeps partners close together is the useful choice.

One convention is needed. Some pairs are so close that the interstitial falls straight back. I count $V$ and $I$ after these unstable pairs have collapsed, but before the remaining defects migrate.

\textbf{Q.} Then express $I$ through $V$ without assuming anything about the size of $s$.

\textbf{A.} Let $p(s)$ be the probability density of $s$, taken for now to be the same for vacancies at all depths. An interstitial found at $x$ has its vacancy at $x-s$. Adding the contributions of all displacements gives
\begin{equation}
I(x)=\int_{-\infty}^{\infty}p(s)\,V(x-s)\,ds,\qquad \int_{-\infty}^{\infty}p(s)\,ds=1. \label{landing}
\end{equation}
This is atom counting and contains no expansion. The two moments that will matter are
\begin{equation}
\delta=\int s\,p(s)\,ds,\qquad M_2=\int s^2p(s)\,ds .
\end{equation}
Here $\delta$ is positive if recoils land forward on average. $M_2$ is the raw second moment: it equals the variance plus $\delta^2$.

\textbf{Q.} What does the difference become when the displacements are short?

\textbf{A.} Fix $x$ and $s$, and define $f(t)=V(x-ts)$ for $0\le t\le1$. Then $f'(t)=-sV'(x-ts)$ and $f''(t)=s^2V''(x-ts)$. Integration by parts gives
\begin{align}
\int_0^1(1-t)f''(t)\,dt
&=\bigl[(1-t)f'(t)\bigr]_0^1+\int_0^1f'(t)\,dt\nonumber\\
&=-f'(0)+f(1)-f(0).
\end{align}
Solving for $f(1)$ and inserting the definitions,
\begin{equation}
V(x-s)=V(x)-sV'(x)+s^2\int_0^1(1-t)V''(x-ts)\,dt .
\end{equation}
Multiply by $p(s)$ and integrate over $s$. The first term gives $V(x)$ because $p$ is normalized, and the second gives $-\delta V'(x)$. Hence
\begin{equation}
I(x)-V(x)=-\delta\,\frac{dV}{dx}+R(x), \label{gradient}
\end{equation}
\begin{equation}
R(x)=\int p(s)\,s^2\int_0^1(1-t)V''(x-ts)\,dt\,ds .
\end{equation}
Since $\int_0^1(1-t)\,dt=\tfrac12$, the remainder obeys
\begin{equation}
|R(x)|\le\tfrac12M_2\max|V''| . \label{bound}
\end{equation}
The maximum is over the depths that the displacements reach. The slope $V'$ must be continuous there, while $V''$ may jump. If $V''$ varies little over a landing distance, it can be taken out of the integral, and $R\simeq\tfrac12M_2V''(x)$.

When $R$ is negligible, the net interstitial excess is minus the mean forward distance times the depth gradient of the pair profile. I shall call this the gradient law.

\textbf{Q.} I distrust the minus sign. If atoms are thrown forward, I expect more interstitials, not fewer.

\textbf{A.} Forward of what? Every depth both receives atoms from shallower depths and loses atoms to deeper ones. Where $V$ rises with depth, fewer atoms arrive from the shallow side than leave, so vacancies are in excess. Where $V$ falls with depth, more arrive than leave.

This can be made quantitative by counting the net number $J(x)$ of atoms carried past a plane at depth $x$. For $s>0$, the atoms that cross are those from vacancies between $x-s$ and $x$. For $s<0$, the atoms from vacancies between $x$ and $x+|s|$ cross backward and count negatively. One oriented integral covers both cases:
\begin{equation}
J(x)=\int p(s)\int_{x-s}^{x}V(x')\,dx'\,ds . \label{flux}
\end{equation}
Differentiating the limits of the inner integral gives
\begin{equation}
\frac{dJ}{dx}=\int p(s)\,[V(x)-V(x-s)]\,ds=V(x)-I(x),
\end{equation}
so that
\begin{equation}
I-V=-\frac{dJ}{dx}. \label{continuity}
\end{equation}
To find $J$ for short displacements, put $V(x')\simeq V(x)+(x'-x)V'(x)$ in \eqref{flux}. The inner integral is then $sV(x)-\tfrac12s^2V'(x)$, and
\begin{equation}
J(x)\simeq\delta V(x)-\tfrac12M_2V'(x). \label{fluxseries}
\end{equation}
The leading part is a density of pairs times a mean separation. It plays the role of a polarization $P$, whose bound charge density is $-dP/dx$ for the same reason.

\textbf{Q.} The ion slows down and is deflected on its way in. The energies and directions of its recoils change as well, so $\delta$ can depend on depth. May I simply write $-\delta(x)V'(x)$?

\textbf{A.} No. Let $p(s|x')$ be the landing law for a vacancy at $x'$, with moments $\delta(x')$ and $M_2(x')$. Take a smooth function $\varphi$ that vanishes outside an interval inside the solid, and add up its value at every interstitial:
\begin{equation}
\int\varphi I\,dx=\int V(x')\int p(s|x')\,\varphi(x'+s)\,ds\,dx'.
\end{equation}
Expand $\varphi(x'+s)=\varphi+s\varphi'+\tfrac12s^2\varphi''+\dots$ about the starting depth. The integral over $s$ gives
\begin{equation}
\int\varphi I\,dx=\int V\left(\varphi+\delta\varphi'+\tfrac12M_2\varphi''+\dots\right)dx'.
\end{equation}
Now move the derivatives off $\varphi$. The boundary terms vanish with $\varphi$. One integration by parts changes the sign of the second term, and two leave the sign of the third unchanged. Since $\varphi$ is otherwise arbitrary, its coefficients on the two sides must agree:
\begin{equation}
I-V=-\frac{d(\delta V)}{dx}+\frac12\frac{d^2(M_2V)}{dx^2}-\dots \label{product}
\end{equation}
The derivative acts on the product because atoms arriving at $x$ bring the landing law of the depth they came from. The simpler form $-\delta V'$ also requires $|\delta'V|\ll|\delta V'|$. A different pairing of defects can change $\delta(x)$, $M_2(x)$ and the higher moments, but $I-V$ itself does not depend on the pairing. The series is in general asymptotic: its first terms are accurate when the displacements are short compared with the length over which $V$ changes, but it need not converge.

\textbf{Q.} Return to a constant $\delta$. Is it enough that $\delta$ be small compared with the width of the profile?

\textbf{A.} It is not. The second-order term must also be small compared with the first:
\begin{equation}
\tfrac12M_2|V''|\ll\delta|V'| . \label{condition}
\end{equation}
If $V$ changes over a length $L$, so that $|V''|\sim|V'|/L$, this means $M_2\ll2\delta L$. Recoils may scatter widely in both directions and still have a small mean. In the limit $\delta=0$ the gradient law predicts no excess, whereas the spread leaves $\tfrac12M_2V''$: vacancies in excess around the peak and interstitials in the flanks. If $V$ is uniform, both terms vanish for any landing law that is the same at all depths. A law that changes with depth leaves an excess even then, by \eqref{product}.

Condition \eqref{condition} also fails near any peak, where $V'=0$ and $V''$ does not vanish. There the error has to be judged against the largest excess elsewhere, since its ratio to the local first-order value diverges.

\textbf{Q.} Give me a landing law and a profile for which I can check these sizes.

\textbf{A.} Let $s$ be the difference of two independent exponential lengths with means $a=2.0$ nm forward and $b=1.5$ nm backward. For $s>0$ its density is
\begin{equation}
p(s)=\int_0^\infty\frac{e^{-(s+y)/a}}{a}\frac{e^{-y/b}}{b}\,dy
=\frac{e^{-s/a}}{ab\,(1/a+1/b)}=\frac{e^{-s/a}}{a+b}.
\end{equation}
Exchanging the roles of $a$ and $b$ gives $p(s)=e^{-|s|/b}/(a+b)$ for $s<0$. An exponential length of mean $a$ has mean square $2a^2$, so
\begin{align}
\delta&=a-b=0.5\ \mathrm{nm},\\
M_2&=2a^2-2ab+2b^2=8-6+4.5=6.5\ \mathrm{nm}^2 .
\end{align}
The rms displacement is 2.55 nm, five times the mean.

For the profile, join two half-Gaussians at $x_p=1000$ nm:
\begin{equation}
V=V_pe^{-u^2/2},\qquad u=\frac{x-x_p}{w}, \label{profile}
\end{equation}
with $w=500$ nm on the shallow side and $w=180$ nm on the deep side. Let one ion make 4000 pairs. The shallow half starts at the surface, where $u=-2$, so its area divided by $V_p$ is $500\int_0^2e^{-u^2/2}du=598.1$ nm. The deep half gives $180\sqrt{\pi/2}=225.6$ nm. Thus $V_p=4000/823.7=4.856$ per ion per nm.

Differentiation of \eqref{profile} gives
\begin{equation}
V'=-\frac{u}{w}V,\qquad V''=\frac{u^2-1}{w^2}V. \label{derivatives}
\end{equation}
The factor $ue^{-u^2/2}$ is largest at $u=1$, and the deep side has the smaller $w$. The largest excess in the gradient law is therefore
\begin{equation}
\frac{\delta V_pe^{-1/2}}{180\ \mathrm{nm}}
=\frac{0.5\times4.856\times0.6065}{180}
=8.18\times10^{-3}
\end{equation}
per ion per nm. The largest $|V''|$ is $V_p/w^2$, on the deep side of the peak. The bound \eqref{bound} becomes $3.25\times4.856/180^2=4.87\times10^{-4}$ in the same unit, or 6.0\% of the largest excess. Direct integration of \eqref{landing} between 100 and 2000 nm finds a largest error of 5.9\%, inside the bound.

\textbf{Q.} And if I keep $\delta=0.5$ nm but let the recoils scatter more widely?

\textbf{A.} Take $a=10.0$ nm and $b=9.5$ nm. The mean is unchanged, but $M_2=2(100-95+90.25)=190.5$ nm$^2$, an rms displacement of 13.8 nm. With the same pair profile, the largest error found by direct integration, at depths from 400 nm on, is 1.62 times the largest excess that the gradient law predicts. The law has failed although $\delta$ is still far smaller than either width.

\textbf{Q.} With the narrower landing law, does the excess still change sign at the peak of $V$?

\textbf{A.} Slightly deeper than the peak. On the deep side close to the peak, \eqref{derivatives} gives $V'\simeq-(x-x_p)V/w^2$ and $V''\simeq-V/w^2$. The two leading terms cancel when
\begin{equation}
\delta(x-x_p)=\tfrac12M_2,\qquad x-x_p=\frac{M_2}{2\delta}=6.5\ \mathrm{nm}.
\end{equation}
Direct integration places the change at 1006.3 nm. In the two-term estimate the width $w$ drops out of this shift, but the ratio of spread to mean does not.

\textbf{Q.} Suppose a cascade calculation gives me only the final defect positions. How do I obtain $\delta$?

\textbf{A.} From the first moment of the excess. Include atoms that end outside the solid, at $x<0$. Then
\begin{align}
\int x(I-V)\,dx&=\int V(x')\int(x'+s)p(s)\,ds\,dx'-\int x'V(x')\,dx'\nonumber\\
&=\delta\int V(x')\,dx'. \label{moment}
\end{align}
No expansion was made. Here the result is $0.5\times4000=2000$ nm per ion, and integration of the directly computed excess gives the same 2000 nm. Thus $\delta$ is the mean depth of the recoil interstitials minus the mean vacancy depth. If it varies with depth, this procedure gives its average weighted by $V$.

The two means are large and nearly equal, so the count of atoms must be right. Leave out the implanted ion: counted as an interstitial at 1150 nm, it would raise the result here from 0.50 to 0.59 nm. Do not drop the recoils that left the solid, about 0.4 per ion in this model: without them the difference of the means would be 0.58 nm. A real ejected atom has no final depth, but it can be booked at $x=0$, which changes $\delta$ here by less than 0.001 nm.

Inside the solid, when the displacements are short and their spread contributes little, the excess of recoil interstitials over vacancies is minus the mean forward displacement times the depth gradient of the pair profile. It remains to treat the surface, the implanted ion and defect migration, and to put numbers to them in a silicon-like example.
